# Hyperbolic-sine subthreshold current from hopping between equally spaced traps: test program

```python
# Result under test: the subthreshold current of a film with equally spaced traps,
#   I = 2 q A N a nu (1-c)^2 exp(-(EB-EF)/kT) sinh(q V a / (2 kT u)),
# A area, N trap density, a trap spacing, u thickness, nu attempt frequency,
# c trap occupancy, EB zero-field barrier top, ET trap level, EF Fermi level.
# Independent road: the steady state of the full many-electron master equation
# of a chain with at most one electron per trap, between two contact planes.
# Energies in eV, lengths in nm, fields in V/nm, currents in nA.
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

KB = constants.k / constants.e
SPACING, THICKNESS, AREA = 5.0, 50.0, 2500.0
DENSITY = SPACING**-3
TEMPERATURE = 300.0
TOP, TRAP = 0.35, 0.15            # EB-EF and ET-EF
ATTEMPT = 1.0e13                  # 1/s
PERMITTIVITY = 10.0
COULOMB = constants.e / (4 * np.pi * constants.epsilon_0 * PERMITTIVITY) * 1e9
PLANES = round(THICKNESS / SPACING) - 1
CHAINS = DENSITY * SPACING * AREA
NANOAMP = constants.e * 1e9       # nA per electron per second


def occupancy(trap, temperature):
    return 1 / (1 + np.exp(trap / (KB * temperature)))


def steady_state(forward, reverse, c, n=PLANES):
    """Stationary probabilities and net electron flux through every bond."""
    scale = forward + reverse
    p, r = forward / scale, reverse / scale
    dim = 2**n
    generator = np.zeros((dim, dim))
    flux = np.zeros((n + 1, dim))
    for state in range(dim):
        for bond in range(n + 1):
            left, right = bond - 1, bond
            n_left = c if left < 0 else (state >> left) & 1
            n_right = c if right == n else (state >> right) & 1
            go = p * n_left * (1 - n_right)
            back = r * n_right * (1 - n_left)
            target = state
            if left >= 0:
                target ^= 1 << left
            if right < n:
                target ^= 1 << right
            generator[target, state] += go + back
            generator[state, state] -= go + back
            flux[bond, state] = go - back
    generator[0, :] = 1.0         # normalization replaces one redundant row
    source = np.zeros(dim)
    source[0] = 1.0
    probability = np.linalg.solve(generator, source)
    return probability, scale * (flux @ probability)


def midpoint_shift(field):
    return -field * SPACING / 2


def coulomb_shift(field):
    """Top of two overlapping Coulomb wells in a field, from its zero-field value."""
    def minus_energy(z):
        return COULOMB / z + COULOMB / (SPACING - z) + field * z
    best = minimize_scalar(minus_energy, bounds=(0.05 * SPACING, 0.95 * SPACING),
                           method="bounded", options={"xatol": 1e-9})
    return -best.fun + 4 * COULOMB / SPACING


def hop_rates(voltage, shift, temperature=TEMPERATURE, trap=TRAP):
    field = voltage / THICKNESS
    kt = KB * temperature
    # the reverse hop is the forward hop in the opposite field
    return tuple(ATTEMPT * np.exp(-(TOP - trap + shift(f)) / kt)
                 for f in (field, -field))


def master_current(voltage, shift=midpoint_shift, temperature=TEMPERATURE, trap=TRAP):
    forward, reverse = hop_rates(voltage, shift, temperature, trap)
    flux = steady_state(forward, reverse, occupancy(trap, temperature))[1]
    assert np.allclose(flux, flux.mean(), rtol=1e-7, atol=0)
    return NANOAMP * CHAINS * flux.mean()


def law(voltage, temperature=TEMPERATURE, trap=TRAP):
    kt = KB * temperature
    empty = 1 - occupancy(trap, temperature)
    return (2 * NANOAMP * AREA * DENSITY * SPACING * ATTEMPT * empty**2
            * np.exp(-TOP / kt) * np.sinh(voltage * SPACING / (2 * kt * THICKNESS)))


kt = KB * TEMPERATURE
c = occupancy(TRAP, TEMPERATURE)
print(f"spacing a = {SPACING:.1f} nm, thickness u = {THICKNESS:.1f} nm")
print(f"area A = {AREA:.0f} nm^2, trap density N = {DENSITY:.4f} nm^-3")
print(f"parallel chains = {CHAINS:.0f}, interior planes = {PLANES}")
print(f"occupation states per chain = {2**PLANES}")
print(f"temperature = {TEMPERATURE:.0f} K, kT = {kt:.5f} eV")
print(f"EB-EF = {TOP:.2f} eV, ET-EF = {TRAP:.2f} eV, EB-ET = {TOP-TRAP:.2f} eV")
print(f"attempt frequency = {ATTEMPT:.1e} 1/s")
print(f"occupancy c = {c:.5f}, (1-c)^2 = {(1-c)**2:.5f}")
print(f"Boltzmann factor exp(-(EB-EF)/kT) = {np.exp(-TOP/kt):.4e}")
print(f"current prefactor I0 (I = I0 sinh x) = {law(1.0)/np.sinh(SPACING/(2*kt*THICKNESS)):.5f} nA")
print(f"voltage at which x = 1: {2*kt*THICKNESS/SPACING:.4f} V")

# Current-voltage curve: law, master equation, and master equation with Coulomb tops
print("V (V) | x | law (nA) | master eq. (nA) | Coulomb tops (nA)")
for voltage in (0.01, 0.25, 0.50, 0.75, 1.00):
    exact = master_current(voltage)
    moving = master_current(voltage, coulomb_shift)
    assert abs(exact / law(voltage) - 1) < 1e-7
    x = voltage * SPACING / (2 * kt * THICKNESS)
    print(f"{voltage:.2f} | {x:.4f} | {law(voltage):.5f} | {exact:.5f} | {moving:.5f}")
atomic_current = constants.e * constants.physical_constants["Hartree energy"][0] / constants.hbar
print(f"law at 1 V in atomic units of current = {law(1.0)*1e-9/atomic_current:.4e}")

# Nearly half-filled traps: exclusion matters, and the product distribution holds
dense_trap = 0.01
c_dense = occupancy(dense_trap, TEMPERATURE)
forward, reverse = hop_rates(1.0, midpoint_shift, trap=dense_trap)
probability = steady_state(forward, reverse, c_dense)[0]
filled = np.array([bin(s).count("1") for s in range(2**PLANES)])
product = c_dense**filled * (1 - c_dense)**(PLANES - filled)
assert np.max(np.abs(probability / product - 1)) < 1e-7
dense_current = master_current(1.0, trap=dense_trap)
assert abs(dense_current / law(1.0, trap=dense_trap) - 1) < 1e-7
dilute_form = law(1.0, trap=dense_trap) / (1 - c_dense)**2
print(f"dense case ET-EF = {dense_trap:.2f} eV: c = {c_dense:.4f}")
print(f"dense case at 1 V: master eq. = {dense_current:.5f} nA")
print(f"dense case at 1 V: formula without (1-c)^2 = {dilute_form:.5f} nA")

# Ohmic limit
ohmic = (NANOAMP * CHAINS * ATTEMPT * (1 - c)**2 * np.exp(-TOP / kt)
         * SPACING / (kt * THICKNESS))
small = 1e-3
assert abs(master_current(small) / small / ohmic - 1) < 1e-5
print(f"ohmic conductance = {ohmic:.5f} nA/V")

# Logarithmic voltage slope and apparent activation energy at 1 V
x1 = SPACING / (2 * kt * THICKNESS)
step = 1e-3


def log_slope(shift):
    return np.log(master_current(1 + step, shift) / master_current(1 - step, shift)) / (2 * step)


slope = log_slope(midpoint_shift)
assert abs(slope - x1 / np.tanh(x1)) < 1e-5
print(f"d ln I/dV at 1 V: master eq. = {slope:.4f} 1/V, x/V = {x1:.4f} 1/V")


def activation(voltage):
    beta, h = 1 / kt, 1e-4 / kt
    hot = master_current(voltage, temperature=1 / (KB * (beta - h)))
    cold = master_current(voltage, temperature=1 / (KB * (beta + h)))
    return np.log(hot / cold) / (2 * h)


for voltage in (0.01, 1.0):
    half_drop = voltage * SPACING / (2 * THICKNESS)
    predicted = TOP - 2 * c * TRAP - half_drop / np.tanh(half_drop / kt)
    measured = activation(voltage)
    assert abs(measured - predicted) < 1e-6
    print(f"activation energy at {voltage:.2f} V: master eq. = {measured:.5f} eV, "
          f"formula = {predicted:.5f} eV")

# Coulomb wells: common top for both directions, and rise above the linear estimate
field = 1.0 / THICKNESS
assert abs(coulomb_shift(-field) - coulomb_shift(field) - field * SPACING) < 1e-10


def top_rise(f):
    return coulomb_shift(f) + f * SPACING / 2


def rise_formula(f):
    return f**2 * SPACING**3 / (64 * COULOMB)


assert abs(top_rise(field / 10) / rise_formula(field / 10) - 1) < 1e-3
assert abs(top_rise(field) / rise_formula(field) - 1) < 0.06   # next order is s^2
s = field * SPACING**2 / (16 * COULOMB)
factor = master_current(1.0, coulomb_shift) / law(1.0)
gaussian = np.exp(-rise_formula(field) / kt)
assert abs(factor / gaussian - 1) < 0.02                       # same next-order term
print(f"relative permittivity = {PERMITTIVITY:.0f}, K = {COULOMB:.5f} eV nm")
print(f"field at 1 V = {field:.3f} V/nm, half drop qFa/2 = {field*SPACING/2:.4f} eV")
print(f"zero-field lowering by overlap 4K/a = {4*COULOMB/SPACING:.4f} eV")
print(f"small parameter s at 1 V = {s:.4f}")
print(f"rise of top at 1 V: located = {top_rise(field):.6f} eV, "
      f"formula = {rise_formula(field):.6f} eV")
print(f"current factor at 1 V: master eq. = {factor:.4f}, formula = {gaussian:.4f}")
coulomb_slope = log_slope(coulomb_shift)
print(f"d ln I/dV at 1 V with Coulomb tops = {coulomb_slope:.4f} 1/V")
print(f"spacing inferred from slope, fixed top = {2*kt*THICKNESS*slope:.3f} nm")
print(f"spacing inferred from slope, Coulomb tops = {2*kt*THICKNESS*coulomb_slope:.3f} nm")

print("finished without a failed check")
```

Output:

```
spacing a = 5.0 nm, thickness u = 50.0 nm
area A = 2500 nm^2, trap density N = 0.0080 nm^-3
parallel chains = 100, interior planes = 9
occupation states per chain = 512
temperature = 300 K, kT = 0.02585 eV
EB-EF = 0.35 eV, ET-EF = 0.15 eV, EB-ET = 0.20 eV
attempt frequency = 1.0e+13 1/s
occupancy c = 0.00301, (1-c)^2 = 0.99399
Boltzmann factor exp(-(EB-EF)/kT) = 1.3190e-06
current prefactor I0 (I = I0 sinh x) = 0.42013 nA
voltage at which x = 1: 0.5170 V
V (V) | x | law (nA) | master eq. (nA) | Coulomb tops (nA)
0.01 | 0.0193 | 0.00813 | 0.00813 | 0.00813
0.25 | 0.4835 | 0.21115 | 0.21115 | 0.20840
0.50 | 0.9670 | 0.47263 | 0.47263 | 0.44874
0.75 | 1.4506 | 0.84678 | 0.84678 | 0.75468
1.00 | 1.9341 | 1.42279 | 1.42279 | 1.16354
law at 1 V in atomic units of current = 2.1481e-07
dense case ET-EF = 0.01 eV: c = 0.4045
dense case at 1 V: master eq. = 0.50763 nA
dense case at 1 V: formula without (1-c)^2 = 1.43140 nA
ohmic conductance = 0.81256 nA/V
d ln I/dV at 1 V: master eq. = 2.0166 1/V, x/V = 1.9341 1/V
activation energy at 0.01 V: master eq. = 0.32324 eV, formula = 0.32324 eV
activation energy at 1.00 V: master eq. = 0.29696 eV, formula = 0.29696 eV
relative permittivity = 10, K = 0.14400 eV nm
field at 1 V = 0.020 V/nm, half drop qFa/2 = 0.0500 eV
zero-field lowering by overlap 4K/a = 0.1152 eV
small parameter s at 1 V = 0.2170
rise of top at 1 V: located = 0.005200 eV, formula = 0.005425 eV
current factor at 1 V: master eq. = 0.8178, formula = 0.8107
d ln I/dV at 1 V with Coulomb tops = 1.6298 1/V
spacing inferred from slope, fixed top = 5.213 nm
spacing inferred from slope, Coulomb tops = 4.213 nm
finished without a failed check
```
